# Hamann's norm-conserving pseudopotential at an energy without a bound state

## The failure to be cured

A norm-conserving pseudopotential can be built from a bound valence state: the pseudo wave function has the same eigenvalue and the same norm as the all-electron one. For a carbon atom this gives potentials for \(s\) and \(p\) electrons but none for \(d\) electrons, because the self-consistent local-density potential of the neutral ground-state atom, which has no Coulomb tail, gives no bound \(d\) state to copy. One can still solve the radial equation at a positive energy, but that solution oscillates out to infinity, its norm diverges, and "equal norms" has no meaning.

Dropping the norm condition is no cure. Suppose a smooth potential reproduces only the logarithmic derivative of the true solution at one energy \(\varepsilon\) and one radius \(R\), and equals the true potential beyond \(R\). It then scatters correctly at \(\varepsilon\), but its error in general grows linearly with \(E-\varepsilon\).

Hamann's construction imposes the norm condition on the finite sphere \(r<R\), where every regular solution has a norm. Two derivations follow. The first uses Wronskians of outward solutions, the second a variational problem on the sphere.

## Setting and result

Hartree atomic units are used. The atom is non-relativistic and spherical, with a screened all-electron potential \(V(r)\) that behaves as \(-Z/r\) at the origin. For angular momentum \(l\), let \(C(r)=l(l+1)/(2r^2)\). The radial function \(u\), which is \(r\) times the radial wave function, obeys
\[
-\tfrac12u''+(V+C)u=Eu,\qquad u\propto r^{l+1}\ \text{at the origin}. \tag{1}
\]
A solution with this behaviour at the origin is called regular. It exists at every \(E\). Its logarithmic derivative at \(R\) is \(L(E)=u'(R)/u(R)\). At the chosen energy \(\varepsilon\) we require \(u(R)\neq0\), choose the sign so that \(u(R)>0\), and normalize by
\[
\int_0^R u^2\,dr=1. \tag{2}
\]

With a core radius \(r_c\), define
\[
x=\frac{r}{r_c},\qquad f=e^{-x^\lambda},\qquad \lambda=\tfrac72,\qquad R=2.5\,r_c .
\]
At \(R\) the cutoff function \(f\) is about \(2\times10^{-11}\). Equalities at \(R\) below neglect terms proportional to \(f(R)\). This is legitimate if their coefficients are moderate.

The result is a nodeless function \(w_2\) and a potential \(V_2\), finite at the origin, such that \(w_2\) solves (1) with \(V_2\) at \(\varepsilon\), and
\[
w_2(R)=u(R),\quad w_2'(R)=u'(R),\quad \int_0^Rw_2^2\,dr=1,
\]
\[
L_2(\varepsilon)=L(\varepsilon),\qquad L_2'(\varepsilon)=L'(\varepsilon). \tag{3}
\]
Here primes on \(L\) denote energy derivatives. Beyond \(R\) the potential is \(V\). The result holds if a quadratic equation for the norm has a real root and the resulting function has no node; both conditions are examined below.

## First derivation: Wronskians of outward solutions

**The norm as an energy slope.** Fix the scale of \(u\) at the origin by \(u/r^{l+1}\to1\) at all energies, and write \(\dot u=\partial u/\partial E\). Equation (1) and its energy derivative are
\[
u''=2(V+C-E)u,\qquad \dot u''=2(V+C-E)\dot u-2u .
\]
Multiply the second by \(u\), the first by \(\dot u\), and subtract. The potential cancels:
\[
(\dot u'u-\dot u\,u')'=\dot u''u-\dot u\,u''=-2u^2 .
\]
The bracket on the left vanishes at \(r=0\), since \(u\) and \(\dot u\) both vanish there. At \(R\) it equals \(u(R)^2\,\partial(u'/u)/\partial E\), by the quotient rule. Therefore
\[
\frac{dL}{dE}=-\frac{2}{u(R)^2}\int_0^Ru^2\,dr . \tag{4}
\]
The ratio on the right does not depend on the scale of \(u\), so (4) also holds with normalization (2). Nothing was assumed about the solution beyond \(R\), and so no bound state is needed. Two potentials whose solutions have equal values at \(R\) and equal norms inside \(R\) have equal slopes \(dL/dE\).

**Matching the logarithmic derivative.** Replace the core of \(V\) by a bounded intermediate potential with one free constant \(c\):
\[
V_1=(1-f)V+cf . \tag{5}
\]
Near the origin \(1-f\simeq x^{7/2}\), which removes the Coulomb singularity and gives \(V_1(0)=c\). Let \(w_1=r^{l+1}y_1\), with \(y_1(0)=1\), be the regular solution in \(V_1\) at \(\varepsilon\), and let \(L_1=w_1'(R)/w_1(R)\). Differentiating its equation with respect to \(c\) gives
\[
\partial_cw_1''=2(V_1+C-\varepsilon)\,\partial_cw_1+2fw_1 .
\]
The source is now \(+2fw_1\) instead of \(-2u\), so the same Wronskian argument yields
\[
\frac{\partial L_1}{\partial c}=\frac{2}{w_1(R)^2}\int_0^Rfw_1^2\,dr>0. \tag{6}
\]

We want \(w_1\) to have no node. On that branch \(L_1\) takes every real value, as its two ends show.

- For large \(c\), \(2(V_1+C-\varepsilon)\ge\kappa^2\) on the whole sphere, with \(\kappa\to\infty\) as \(c\to\infty\), because \(f\ge f(R)>0\) and \((1-f)V\) is bounded. Compare \(w_1\) with \(s=\sinh\kappa r\), for which \(s''=\kappa^2s\). Then \((w_1's-w_1s')'=(w_1''/w_1-\kappa^2)w_1s\ge0\). The bracket starts from zero, so \(L_1\ge\kappa\coth\kappa R\to\infty\).
- As \(c\) decreases, the well deepens until a node forms. It cannot start at the origin, where \(y_1=1\), nor inside as a double zero, since a solution that vanishes with its slope vanishes everywhere. It enters at \(R\), where \(w_1(R)\to0^+\) with \(w_1'(R)<0\), and \(L_1\to-\infty\).

With (6), exactly one \(c\) on the nodeless branch gives \(L_1=L(\varepsilon)\). This value is useful only if \(|c|f(R)\) is negligible; otherwise \(V_1\) has not joined \(V\) at \(R\), and \(R\) or \(r_c\) must be changed.

**Matching the value.** Set \(\gamma=u(R)/w_1(R)\). Then \(\gamma w_1\) has the value and slope of \(u\) at \(R\). Its norm is \(\gamma^2N_{11}\), where
\[
N_{11}=\int_0^Rw_1^2dr,\quad N_{12}=\int_0^Rw_1g\,dr,\quad N_{22}=\int_0^Rg^2dr,\quad g=r^{l+1}f .
\]
Applying (4) to both potentials gives the defect that remains:
\[
L_1'(\varepsilon)-L'(\varepsilon)=-\frac{2}{u(R)^2}\left(\gamma^2N_{11}-1\right). \tag{7}
\]

**Matching the norm.** Add a correction confined to the core,
\[
w_2=\gamma(w_1+\delta g). \tag{8}
\]
It has the right power at the origin and leaves the value and slope at \(R\) unchanged. Unit norm requires
\[
N_{11}+2\delta N_{12}+\delta^2N_{22}=\gamma^{-2}. \tag{9}
\]
Of the two roots we take the one that vanishes when \(\gamma^2N_{11}=1\):
\[
\delta=\frac{-N_{12}+\sqrt{N_{12}^2-N_{22}(N_{11}-\gamma^{-2})}}{N_{22}} . \tag{10}
\]
Here \(N_{12}>0\), because \(w_1\) and \(g\) are positive. If norm is missing, \(N_{11}<\gamma^{-2}\), the root is real and positive, and \(w_2\) has no node. If there is too much norm, \(\delta\) is negative, and one must check both that the root is real and that \(y_1+\delta f>0\) throughout the sphere.

**Inverting the radial equation.** The potential for which \(w_2\) is a solution at \(\varepsilon\) is
\[
V_2=\varepsilon-C+\frac{w_2''}{2w_2}.
\]
Insert (8) and \(\tfrac12w_1''=(V_1+C-\varepsilon)w_1\), then subtract \(V_1\):
\[
V_2-V_1=\frac{(V_1+C-\varepsilon)w_1+\tfrac12\delta g''}{w_1+\delta g}-(V_1+C-\varepsilon)
=\delta\,\frac{\tfrac12g''-(V_1+C-\varepsilon)g}{w_1+\delta g}. \tag{11}
\]
The second derivative of \(g=r^{l+1}f\) is
\[
g''=r^{l+1}\left[f''+\frac{2(l+1)}{r}f'+\frac{l(l+1)}{r^2}f\right].
\]
Half of its last term cancels \(Cg\) in (11). The derivatives of \(f\) are
\[
f'=-\frac{\lambda x^\lambda}{r}f,\qquad
f''=\frac{\lambda^2x^{2\lambda}-\lambda(\lambda-1)x^\lambda}{r^2}f .
\]
The terms in \(x^\lambda\) combine as \(\lambda(\lambda-1)+2\lambda(l+1)=\lambda(\lambda+2l+1)\). After division by \(r^{l+1}\),
\[
V_2=V_1+\frac{\delta f}{y_1+\delta f}\left[\frac{\lambda^2x^{2\lambda}-\lambda(\lambda+2l+1)x^\lambda}{2r^2}+\varepsilon-V_1\right]. \tag{12}
\]
Since \(\lambda>2\), the fraction in the bracket vanishes at the origin, where \(y_1=f=1\) and \(V_1=c\). Hence
\[
V_2(0)=c+\frac{\delta(\varepsilon-c)}{1+\delta}=\frac{c+\delta\varepsilon}{1+\delta}. \tag{13}
\]
This is finite, because absence of nodes at the origin means \(1+\delta>0\). It is not smooth to all orders: with \(\lambda=7/2\), \(V_1-c\) starts as \(r^{5/2}\) and, for \(\delta\neq0\), \(V_2-V_2(0)\) starts as \(r^{3/2}\). A node elsewhere would make the denominator of (12) vanish and in general give a singular potential.

Now \(w_2\) and \(u\) agree at \(R\) in value, slope and norm. Equation (4), applied to \(V_2\) and to \(V\), gives (3).

## Second derivation: a discrete level of a finite sphere

**Turning the scattering solution into an eigenfunction.** A solution at \(\varepsilon\) need not be an eigenfunction in all space, but it is one on the sphere if the boundary condition is chosen to suit it. For a real number \(b\), consider functions on \((0,R)\) that vanish at the origin, and the quotient
\[
\mathcal E[\phi]=\frac{\int_0^R\left[\tfrac12\phi'^2+(V+C)\phi^2\right]dr-\tfrac12b\,\phi(R)^2}{\int_0^R\phi^2dr}. \tag{14}
\]
At a stationary value \(E\), the variation of the numerator equals \(E\) times that of the denominator. Integrating \(\int\phi'\,\delta\phi'\,dr\) by parts gives
\[
\int_0^R\left[-\phi''+2(V+C-E)\phi\right]\delta\phi\,dr+\left[\phi'(R)-b\phi(R)\right]\delta\phi(R)=0 .
\]
As \(\delta\phi\) is arbitrary inside and at \(R\), \(\phi\) obeys the radial equation and \(\phi'(R)=b\,\phi(R)\). Thus \(u\) is a normalizable eigenfunction with eigenvalue \(\varepsilon\) when \(b=L(\varepsilon)\).

**The slope without a Wronskian.** Change \(b\) slightly. The quotient is stationary, so the change of \(\phi\) does not contribute at first order, and only the explicit \(b\) counts:
\[
\frac{dE}{db}=-\frac{\phi(R)^2}{2\int_0^R\phi^2dr}. \tag{15}
\]
Along a level, \(b=L(E)\). The reciprocal of (15) is therefore (4). In this picture, norm conservation says that the pseudo level responds to a change of the boundary condition as the true level does, to first order in that change. To the extent that the potential inside the sphere stays spherical and unchanged, a neighbouring atom in a molecule or solid acts only through the condition at the surface. That condition in general depends on energy and couples different \(l\), but the atom enters it only through the functions \(L(E)\) of the separate channels.

**The constant \(c\) as a ground-state condition.** Put \(V_1\) in place of \(V\), hold \(b=L(\varepsilon)\) fixed, and let \(E_0(c)\) be the lowest level. Stationarity gives \(dE_0/dc=\int fw^2dr/\int w^2dr>0\), with \(w\) the ground state. Two estimates fix the range of \(E_0\).

- A fixed trial function gives an upper bound to \(E_0\) that is linear in \(c\) with positive slope, so \(E_0\to-\infty\) as \(c\to-\infty\).
- For \(b>0\), use \(\phi(R)^2=2\int\phi\phi'dr\le b^{-1}\int\phi'^2dr+b\int\phi^2dr\). The boundary term in (14) then lowers the numerator by at most \(\tfrac12\int\phi'^2dr+\tfrac12b^2\int\phi^2dr\), so \(E_0\ge\min(V_1+C)-\tfrac12b^2\). For \(b\le0\) the boundary term is not negative and \(E_0\ge\min(V_1+C)\). Either bound tends to \(+\infty\) with \(c\).

So exactly one \(c\) makes \(\varepsilon\) the ground-state energy. The ground state has no node, and any other level is orthogonal to it and must change sign. The solution is therefore the \(w_1\) found before.

**The norm correction as a minimum distance.** The scaled ground state \(\gamma w_1\) has the right boundary value. By (15), the right response also requires unit norm. Adding \(\delta g\) and completing the square in (9) gives
\[
N_{22}\left(\delta+\frac{N_{12}}{N_{22}}\right)^2=\gamma^{-2}-\left(N_{11}-\frac{N_{12}^2}{N_{22}}\right). \tag{16}
\]
The last bracket is the squared norm of the part of \(w_1\) orthogonal to \(g\). A core correction of this shape cannot lower the norm further, so a real \(\delta\) exists if and only if \(\gamma^{-2}\) is at least this minimum. The root continuous with \(\delta=0\) is (10).

**The potential from a residual.** Let \(H_1=-\tfrac12d^2/dr^2+V_1+C\). Since \((\varepsilon-H_1)w_1=0\), demanding \((H_1+\Delta V-\varepsilon)w_2=0\) gives
\[
\Delta V=\frac{(\varepsilon-H_1)w_2}{w_2}=\frac{\delta(\varepsilon-H_1)g}{w_1+\delta g}. \tag{17}
\]
This is (11), and the derivatives of \(g\) written out there turn it into (12). The function \(w_2\) is nodeless and satisfies the boundary condition, so it is the ground state of the sphere in \(V_2\). With equal boundary values and norms, (15) again gives (3).

## What the matching secures

Expanding about \(\varepsilon\), for \(|E-\varepsilon|\) smaller than the distance to the nearest pole of either logarithmic derivative,
\[
L_2(E)-L(E)=\tfrac12\left[L_2''(\varepsilon)-L''(\varepsilon)\right](E-\varepsilon)^2+\dots
\]
The norm condition removes the linear term and says nothing about the quadratic one. If \(\varepsilon\) happens to be an eigenvalue, \(u\) and \(w_2\) share the decaying tail outside \(R\), their full norms are equal too, and the usual bound-state condition is recovered.

The construction also controls the number of levels. Enclose the atom in a large sphere of radius \(R_m\) on which wave functions vanish. Let \(r_0(E)\) be a node of the regular solution. Differentiating \(u(r_0,E)=0\), and using the Wronskian relation up to \(r_0\), which reads \(\dot u(r_0)u'(r_0)=2\int_0^{r_0}u^2dr\), gives
\[
\frac{dr_0}{dE}=-\frac{\dot u(r_0)}{u'(r_0)}=-\frac{2\int_0^{r_0}u^2dr}{u'(r_0)^2}<0 .
\]
Nodes move inward as \(E\) rises, and one enters at \(R_m\) at each level. Below the lowest level there is none, since a node at \(r_0<R_m\) would make \(E\) a level of a smaller sphere, which cannot lie below the lowest level of the larger one. The number of levels below \(\varepsilon\) is thus the number of nodes at \(\varepsilon\). Outside \(R\) the two solutions coincide, so \(V_2\) has fewer levels below \(\varepsilon\) than \(V\) by the number of nodes of \(u\) inside \(R\). No spurious level appears below \(\varepsilon\). The same count removes valence levels if \(u\) has more nodes inside \(R\) than there are core states of that \(l\). In the carbon \(s\) channel treated below, a second node lies inside \(R=1.5\) bohr for \(\varepsilon\) above about 1.31 hartree, and inside \(R=2.25\) bohr already at \(\varepsilon=0.1\) hartree, so \(\varepsilon\) and \(R\) must be chosen to avoid this. The argument rests on the node theorem for a local radial potential at given \(l\) and does not carry over to separable nonlocal forms built from \(V_2\).

## Carbon at a positive energy

The potential \(V\) is that of a carbon atom, \(1s^22s^22p^2\), spherical and spin-unpolarized, in the exchange-only local density approximation, solved in a sphere of 30 bohr. For \(l=2\) the sum \(V+C\) is positive at all radii, so no \(d\) level lies below zero. The lowest, at \(+0.018\) hartree, is a state of the confining sphere and falls to \(+0.005\) hartree in a sphere of 60 bohr. Take \(\varepsilon=0.1\) hartree (2.72 eV), \(r_c=0.6\) bohr and \(R=1.5\) bohr.

For \(l=0\), \(u\) has one node inside \(R\), with \(u(R)=0.774887\) bohr\(^{-1/2}\) and \(L(\varepsilon)=-1.6711\) bohr\(^{-1}\). Matching gives \(c=6.2535\) hartree and \(\gamma=0.776673\). With \(N_{11}=1.656443\), the norm before correction is
\[
\gamma^2N_{11}=0.603221\times1.656443=0.9992 .
\]
The missing 0.08 % is supplied by \(\delta=0.006791\). With \(N_{12}=0.097284\) and \(N_{22}=0.037672\),
\[
0.603221\,(1.656443+0.001321+0.000002)=1.0000 .
\]
Equation (4) predicts \(L'(\varepsilon)=-2/0.774887^2=-3.3308\) bohr\(^{-1}\) hartree\(^{-1}\). Finite differences in energy give \(-3.3308\) for \(V\) and \(V_2\), and \(-3.3282\) for \(V_1\). Equation (13) gives \(V_2(0)=6.254190/1.006791=6.212\) hartree, as does the program.

The errors of the \(s\) logarithmic derivative relative to \(V\), in \(10^{-3}\) bohr\(^{-1}\), are:

| \(E-\varepsilon\) (hartree) | \(V_1\) | \(V_2\) |
|---|---|---|
| −0.4 | −1.709 | −1.185 |
| −0.2 | −0.775 | −0.409 |
| −0.1 | −0.341 | −0.122 |
| +0.1 | +0.147 | −0.181 |
| +0.2 | −0.081 | −0.901 |

Above \(\varepsilon\), the uncorrected \(V_1\) does better at both tabulated energies. By (7) its error has a linear term of slope \(+0.0027\) bohr\(^{-1}\) hartree\(^{-1}\), which is positive above \(\varepsilon\). The part of its error even in \(E-\varepsilon\) is negative: at 0.1 hartree it is \((-0.341+0.147)/2=-0.097\) in the units of the table. The two partly cancel above \(\varepsilon\) and add below it. Norm conservation guarantees the smaller error close enough to \(\varepsilon\), not at every finite distance.

Although no bound state entered the construction, the lowest \(s\) level of \(V_2\) lies at \(-0.45793\) hartree, against \(-0.45738\) hartree for the all-electron \(2s\) level. The error is \(-0.00054\) hartree, or \(-0.015\) eV, for a level 0.56 hartree below the reference energy. For \(V_1\) it is \(-0.00071\) hartree. Below \(\varepsilon\), the large sphere holds six \(s\) levels of \(V\) and five of \(V_2\), as the single inner node requires.

For \(l=2\), \(u\) has no node inside \(R\). Here \(c=-4.386\) hartree, and \(\delta=0.0412\) raises the norm from 0.9989 to 1.0000. At \(E-\varepsilon=+0.2\) hartree the error falls from \(1.44\times10^{-4}\) bohr\(^{-1}\) for \(V_1\) to \(2\times10^{-6}\) bohr\(^{-1}\) for \(V_2\). The centrifugal barrier keeps \(d\) electrons away from the core: by (6), \(\partial L_1/\partial c\) is only 0.0054 bohr\(^{-1}\) hartree\(^{-1}\), against 0.283 for \(l=0\). The numerical check also solves the radial equation in \(V_2\) afresh by two methods and tests both the slopes and the level counts.

## What each derivation assumes

Both derivations need a local, energy-independent potential for the given \(l\), a regular solution, and \(u(R)\neq0\). An energy-dependent potential would add \(2(\partial V/\partial E)u^2\) to the Wronskian source, and equal norms would no longer mean equal slopes. Both also need a negligible \(f(R)\), a real \(\delta\) and a nodeless \(w_2\).

The Wronskian route uses only the differential equation and the behaviour at the origin. It needs no boundary condition at \(R\), no spectrum and no variational principle, and it follows the order of a calculation: integrate outward, match, correct, invert.

The variational route assumes more: a self-adjoint problem on the sphere, bounded below, with a nodeless ground state, and a boundary condition fixed in advance by \(L(\varepsilon)\). In return, it explains why a scattering solution can stand in for a bound state and turns the choice of \(c\) into a ground-state condition. Equation (16), which bounds the norm the core correction can remove, is a rewriting of (9) and belongs to both routes; the absence of nodes in \(w_2\) is a separate condition.

## Computed values

```
reference energy eps = 0.100 hartree = 2.7211 eV
rc = 0.60 bohr, R = 1.50 bohr, lambda = 3.5
cutoff function at R = 1.86e-11
carbon total energy = -37.05361 hartree
virial ratio -E/T = 1.0000000
levels 1s, 2s, 2p = -9.88411, -0.45738, -0.15795 hartree
lowest d level in 30 bohr sphere = 0.01797 hartree
--- channel l = 0 ---
nodes of u inside R = 1
u(R) = 0.774887 bohr^-1/2, L(eps) = -1.671096 bohr^-1
c = 6.253511 hartree, dL1/dc = 0.283012 (bohr hartree)^-1
gamma = 0.776673, delta = 0.006791 (w1 ~ r^(l+1))
N11, N12, N22 = 1.656443, 0.097284, 0.037672 (a.u.)
norm inside R: V1 0.999202, V2 1.000000
dL/dE of V, V1, V2 = -3.33083, -3.32817, -3.33083 (bohr hartree)^-1
Runge-Kutta L in V2 = -1.671096 bohr^-1
V2(0) = 6.21200 hartree
V2(R) - V(R) = 4.3e-10 hartree
E-eps (hartree), L of V, errors of V1 and V2 (bohr^-1):
  -0.4  -0.634335  -0.001709  -0.001185
  -0.2  -1.089178  -0.000775  -0.000409
  -0.1  -1.360664  -0.000341  -0.000122
  +0.1  -2.030865  +0.000147  -0.000181
  +0.2  -2.454461  -0.000081  -0.000901
levels below eps: V 6, V2 5
level of V = -0.457383 hartree
lowest of V1, V2 = -0.458097, -0.457926 hartree
V2 level error = -0.01478 eV
--- channel l = 2 ---
nodes of u inside R = 0
u(R) = 1.851024 bohr^-1/2, L(eps) = 1.342217 bohr^-1
c = -4.385980 hartree, dL1/dc = 0.005389 (bohr hartree)^-1
gamma = 1.513763, delta = 0.041232 (w1 ~ r^(l+1))
N11, N12, N22 = 0.435932, 0.005628, 0.002000 (a.u.)
norm inside R: V1 0.998929, V2 1.000000
dL/dE of V, V1, V2 = -0.58372, -0.58310, -0.58372 (bohr hartree)^-1
Runge-Kutta L in V2 = 1.342217 bohr^-1
V2(0) = -4.20834 hartree
V2(R) - V(R) = 3.1e-09 hartree
E-eps (hartree), L of V, errors of V1 and V2 (bohr^-1):
  -0.4  1.565335  -0.000191  +0.000005
  -0.2  1.456278  -0.000109  +0.000001
  -0.1  1.399906  -0.000058  +0.000000
  +0.1  1.283136  +0.000067  +0.000000
  +0.2  1.222584  +0.000144  +0.000002
levels below eps: V 3, V2 3
level of V = 0.017967 hartree
lowest of V1, V2 = 0.017967, 0.017967 hartree
V2 level error = 0.00000 eV
```
